# Why node counting does not find ghosts in separable potentials

**Q.** I test a new PAW dataset by looking at the lowest state of each $l$ channel. By the oscillation theorem it has no nodes. If it has one, I have a ghost; if it has none, the channel is clean. What could go wrong?

**A.** The theorem belongs to local radial potentials, and your smooth Hamiltonian is not local. In a given channel it reads

$$\Big(T+V_{\rm loc}+\sum_{ij}|p_i\rangle D_{ij}\langle p_j|\Big)u=E\,S\,u,\qquad T=-\tfrac12\frac{d^2}{dr^2}.$$

I use Hartree units, $l=0$, real $u(r)=r\times$(radial function) and $u(0)=0$. I also take $S=1$, the norm-conserving special case, and one projector: $H=T+V_{\rm loc}+D|\beta\rangle\langle\beta|$. Counterexamples within this class are enough to refute the general rule.

We also need a definition. A ghost is a level of the separable Hamiltonian with no counterpart in the Hamiltonian it was built to reproduce. Nodes do not enter that definition.

**Q.** Where does the proof of the theorem use locality?

**A.** Take a ground state $u$ and replace it by $|u|$. The kinetic energy $\frac12\int u'^2dr$ and the local energy $\int V_{\rm loc}u^2dr$ do not change. For a local potential $|u|$ is therefore also a minimizer, so it solves the same differential equation. At an interior node it would have zero value and, being smooth and non-negative, zero slope. For a regular potential that forces it to vanish everywhere, so there is no node.

The separable energy does change:

$$D\langle\beta|u\rangle^2\;\longrightarrow\;D\langle\beta|\,|u|\,\rangle^2 .$$

If $D<0$ and $\beta$ has one sign, then $|\langle\beta|u\rangle|\le|\langle\beta|\,|u|\,\rangle|$. The energy cannot rise, and a ground state without a sign change can still be chosen. If $\beta$ changes sign, or if $D>0$, the energy may rise and the argument stops.

**Q.** A failed proof is not a counterexample. Can you show me a noded ground state?

**A.** Choose the state first and build the potential around it. Let $u$ be normalized, with as many nodes as you like, and smooth enough that $u''$ is square integrable. Pick $E<0$, set $V_{\rm loc}=0$, and define

$$\beta=(E-T)u,\qquad D=\frac1{\langle\beta|u\rangle}.$$

Then $Hu=Tu+\beta D\langle\beta|u\rangle=Tu+\beta=Eu$. Moreover $\langle\beta|u\rangle=E-\langle T\rangle<0$, so $D<0$.

No other state of negative energy exists. Two negative-energy eigenstates would span a plane on which $\langle H\rangle<0$ for every nonzero vector. That plane contains a nonzero vector orthogonal to $\beta$, and for it $\langle H\rangle=\langle T\rangle\ge0$, a contradiction. So $u$ is the ground state, nodes included.

**Q.** That looks contrived. Surely such a state is itself a ghost?

**A.** Take hydrogen 2s, a genuine level of the Coulomb potential:

$$u=\frac1{\sqrt2}\,r\Big(1-\frac r2\Big)e^{-r/2},\qquad E=-\frac18 .$$

Since $(T-1/r)u=Eu$, we have $\beta=(E-T)u=-u/r$. With $\int_0^\infty r^me^{-r}dr=m!$,

$$\langle\beta|u\rangle=-\frac12\int_0^\infty\Big(r-r^2+\frac{r^3}4\Big)e^{-r}dr=-\frac12\Big(1-2+\frac32\Big)=-\frac14,$$

so $D=-4$. The only bound state of $T-4|\beta\rangle\langle\beta|$ is hydrogen 2s, at $-0.125$ hartree ($-3.40$ eV), with its node at $r=2$ bohr. Every bound level has a counterpart in hydrogen, so there is no ghost. Your test would raise a false alarm.

The 1s state is absent because the projector was not built for it. Its energy expectation value in this Hamiltonian is $+0.324$ hartree. The same construction for 3s gives $D=-9$ and a ground state with two nodes.

**Q.** Why does the system not lower its energy by removing the node?

**A.** Because $\beta=-u/r$ changes sign together with $u$. All parts of $\beta u$ are negative and add up; with $|u|$ they partly cancel. To see how much, put $P=r-r^2+r^3/4$. Repeated integration by parts gives $\int Pe^{-r}dr=-e^{-r}(P+P'+P''+P''')$. The bracket equals $\frac12$ at $r=0$ and $\frac52$ at $r=2$, so

$$\int_0^2Pe^{-r}dr=\frac12-\frac52e^{-2},\qquad \int_2^\infty Pe^{-r}dr=\frac52e^{-2}.$$

The factor is $-\frac12$ inside the node and $+\frac12$ outside:

$$\langle\beta|\,|u|\,\rangle=-\frac12\Big(\frac12-\frac52e^{-2}\Big)+\frac12\cdot\frac52e^{-2}=-\frac14+\frac52e^{-2}=0.0883 .$$

The kinetic energy is $E-D\langle\beta|u\rangle^2=-\frac18+\frac14=\frac18$. The trial function $|u|$, which has no sign change, therefore has energy $0.125-4(0.0883)^2=0.094$ hartree, far above $-0.125$. Other functions without a sign change do better: one that vanishes for $r<0.9$ bohr reaches about $-0.08$ hartree. None reaches $-0.125$, because the noded state is the only bound state.

**Q.** Fine, a node can be innocent. But my reference states are nodeless pseudo-states. Does a ghost not betray itself then?

**A.** Partly. Let the reference state $\varphi$ be nodeless, with energy $\varepsilon$. Any eigenstate at a different energy satisfies $\int\varphi u\,dr=0$, so $u$ must change sign. If $\varphi$ is the ground state of the reference Hamiltonian, a state below it is a ghost, and it has a node. This uses $S=1$. For a general overlap operator the condition is $\langle\varphi|S|u\rangle=0$, which does not by itself force a sign change.

Even with $S=1$, two problems remain: a ghost above $\varphi$, and a search that selects states by their node number.

**Q.** Can both be seen in one model?

**A.** Yes. The reference is a square well of radius $a=2$ bohr and depth $U=2.5$ hartree. It has one s level, $\varepsilon=-1.695$ hartree, with $\varphi=\sin qr$ inside and $q^2=2(\varepsilon+U)$. Now choose a deeper local well, $W=U+w$. The Kleinman–Bylander term must supply $\delta V=V_{\rm ref}-V_{\rm loc}$, which is $+w$ inside and zero outside:

$$\frac{|\delta V\varphi\rangle\langle\varphi\,\delta V|}{\langle\varphi|\delta V|\varphi\rangle}=w\,\frac{|f\rangle\langle f|}{\langle f|f\rangle},\qquad f=\begin{cases}\sin qr,&r<a\\0,&r>a.\end{cases}$$

On $\varphi$ it gives $wf=\delta V\varphi$, so $\varphi$ stays an eigenstate at $\varepsilon$.

For other energies try $u=A\sin Kr+B\sin qr$ inside, with $K^2=2(E+W)$. Let $g=\langle f|\sin Kr\rangle/\langle f|f\rangle$, so that $\langle f|u\rangle/\langle f|f\rangle=Ag+B$. The $\sin Kr$ terms cancel in $T-W-E$. The coefficient of $\sin qr$ must vanish:

$$B\Big(\frac{q^2}2-W-E\Big)+w(Ag+B)=0 .$$

Because $q^2/2-W=\varepsilon-w$, this becomes $B(\varepsilon-E)+wgA=0$, solved by

$$u=(E-\varepsilon)\sin Kr+w\,g\sin qr .$$

At $E=\varepsilon-w$ one has $K=q$ and $g=1$, and this expression vanishes identically. Dividing by $E-\varepsilon+w$ removes that spurious zero. Bound states follow from $u'(a)=-\sqrt{-2E}\,u(a)$.

**Q.** And where are the levels?

**A.** Here are two choices of local depth; energies are in hartree.

| $W$ | separable levels | nodes |
|---|---|---|
| 4 | $-1.695,\ -0.685$ | 0, 1 |
| 7 | $-3.281,\ -1.695$ | 1, 0 |

The reference has one bound level, so the other level in each row is a ghost: $-0.685$ hartree ($-18.6$ eV) for $W=4$ and $-3.281$ hartree ($-89.3$ eV) for $W=7$.

At $W=4$ the ground state is nodeless and the next state has one node, just as for a local potential. Your test reports a clean channel, yet the second level is a ghost. At $W=7$ the ground state is the noded ghost. If your radial solver accepts only a bound state with zero nodes, the one it can return is $-1.695$, and it never shows you the state below.

**Q.** What decides whether the ghost lies above or below?

**A.** For one projector and a local well deeper than the reference ($w>0$), the local levels $e_0<e_1$ of the well $W$. Let $\lambda_0\le\lambda_1$ be the two lowest separable levels. The added term is positive, so it lowers no level: $\lambda_0\ge e_0$ and $\lambda_1\ge e_1$. In the span of the two lowest local states there is a vector orthogonal to $f$. On it $\langle H\rangle=\langle H_{\rm loc}\rangle\le e_1$ per unit norm, so $\lambda_0\le e_1$. Hence

$$e_0\le\lambda_0\le e_1\le\lambda_1 .$$

For $W=7$, $e_1=-3.267$ lies below $\varepsilon$, so some state must lie below the reference. For $W=4$, $e_1=-0.695$ lies above $\varepsilon$, so the reference is the lowest state.

The change occurs at $e_1=\varepsilon$, which happens at $W=5.23$ hartree. There $\sin Kr$ and $\sin qr$ have the same logarithmic derivative at $a$, and

$$(K^2-q^2)\int_0^a\sin Kr\,\sin qr\,dr=\big[\sin Kr\,(\sin qr)'-(\sin Kr)'\sin qr\big]_{r=a}=0 .$$

So $g=0$, and both functions are eigenstates at $\varepsilon$. Two degenerate states in one $l$ channel cannot occur in a regular local potential, where $u(0)=0$ fixes the solution up to a factor.

**Q.** Then what should I count instead of nodes?

**A.** Count states. Diagonalize the channel Hamiltonian without selecting by node number, and compare the levels with those of the reference. The scattering test does a related count through $L(E)=u'(R)/u(R)$, with $R$ outside the projector.

Write $\dot u=\partial u/\partial E$. Differentiating $(H-E)u=0$ gives $(H-E)\dot u=u$. Multiply this by $u$, subtract $\dot u(H-E)u=0$, and integrate to $R$. The local terms cancel, and so do the separable ones, because $D\langle u|\beta\rangle\langle\beta|\dot u\rangle$ is symmetric in $u$ and $\dot u$. The kinetic term leaves a boundary value:

$$-\frac12\big(u\dot u'-\dot uu'\big)_R=\int_0^Ru^2dr\quad\Rightarrow\quad \frac{\partial L}{\partial E}=\frac{u\dot u'-u'\dot u}{u^2}\bigg|_R=-\frac{2}{u(R)^2}\int_0^Ru^2dr .$$

Thus $L$ falls between poles, and each pole marks a level of the sphere with $u(R)=0$. For $R=3$ bohr the reference has one pole below zero energy, at $-1.683$ hartree. The separable Hamiltonian has two: $-1.683$ and $-0.614$ for $W=4$, $-3.276$ and $-1.683$ for $W=7$. The extra pole is the ghost, shifted upward by the condition at $R$: by 0.070 hartree for $W=4$ and by 0.006 hartree for $W=7$. It is extra only in the window below zero: the reference has its second pole at $+0.56$ hartree, and deepening the local well pulls that pole down. The upward shift grows for weak binding. At $W=3$ the ghost is bound at $-0.049$ hartree but its pole lies at $+0.19$ hartree, so compare pole positions above zero as well.

**Q.** My logarithmic derivatives agree very well around the reference energy. Is that not sufficient?

**A.** No. At $\varepsilon$ all three Hamiltonians share the solution $\varphi$, so $L$ agrees, and by the formula above so does its slope. The values are $L=-1.841$ bohr$^{-1}$ and $\partial L/\partial E=-313$ bohr$^{-1}$ hartree$^{-1}$ for the reference and for both depths in the table, ghost or not. The scan must cover the whole energy window.

It must also be fine enough. At a pole $E_p$, $u(R)=0$ and the boundary identity reduces to $\frac12\dot uu'=\int_0^Ru^2dr$. Nearby $u(R)\approx\dot u(R)(E-E_p)$, so

$$L\approx\frac{\gamma}{E-E_p},\qquad \gamma=\frac{u'(R)^2}{2\int_0^Ru^2dr}.$$

For the ghost at $W=7$, $\gamma=0.030$ hartree/bohr. The pole term exceeds 1 bohr$^{-1}$ only within 0.030 hartree of $E_p$, and a coarser energy grid can step over it.

**Q.** Can a ghost escape even a perfect count of poles?

**A.** Apart from a pole pushed out of the window, it can if $\gamma=0$. In this model that happens at the crossing depth. The two degenerate inner functions have equal logarithmic derivatives at $a$, so the combination that vanishes at $a$ also has zero slope there. Call it $\chi$. It is zero everywhere outside and leaves no pole in $L$. An indirect trace remains. Multiply $(H-\varepsilon)\dot u=u$ by $\chi$ and integrate: there is no boundary term and $(H-\varepsilon)\chi=0$, so $\langle\chi|u\rangle=0$. But $\langle\chi|\varphi\rangle\ne0$, because $g=0$ leaves only the $\sin qr$ part of $\chi$ in the overlap. The solution that passes smoothly through $\varepsilon$ is therefore $\varphi$ minus its component along $\chi$, with the same $u(R)$ and a smaller norm. The slope of $L$ at $\varepsilon$ is then flatter than in the reference, but no extra pole marks the extra level. Diagonalization does show it: at the crossing depth the two lowest levels coincide at $-1.695$ hartree. That is a reason to use both tests.

**Q.** So what may I still conclude from a node in the lowest state?

**A.** With $S=1$ and a nodeless reference that is the ground state of its own Hamiltonian, a noded lowest state does mean a ghost: below the reference or, at an exact crossing, degenerate with it. If the reference itself has nodes, as 2s did, it means nothing of the kind. A nodeless lowest state, as at $W=4$, says nothing about ghosts higher up. The numerical check checks the reference and separable levels, the node counts and the pole positions quoted here by independent diagonalization.

## Values computed for the example and the checks

```
HYDROGEN ns STATES FROM A RANK-ONE POTENTIAL
2s: strength D = -4.0 (unit-norm u, atomic units)
2s: bound states = 1, nodes of ground state = 1
2s: ground energy, diagonalized = -0.12500 hartree
2s: ground energy = -3.401 eV
2s: node radius = 2.000 bohr
2s: kinetic energy = 0.12500 hartree
2s: <beta|u> = -0.25000 hartree
2s: <beta| |u| > = 0.08834 hartree
2s: energy of nodeless trial |u| = 0.09379 hartree
2s: energy of hydrogen 1s in this H = 0.32442 hartree
3s: strength D = -9.0 (unit-norm u, atomic units)
3s: bound states = 1, nodes of ground state = 2
3s: ground energy, diagonalized = -0.05555 hartree
SQUARE-WELL MODEL
well radius a = 2.0 bohr, test radius R = 3.0 bohr
reference depth U = 2.5 hartree
reference level eps = -1.69477 hartree = -46.117 eV
inner wave number q = 1.26904 1/bohr
reference: poles of L below zero = 1, at -1.68290 hartree
W = 4.0 hartree: local levels = -3.11995, -0.69467 hartree
  separable levels = -1.69477, -0.68474 hartree
  nodes in order of energy = 0, 1
  ghost = -0.68474 hartree = -18.633 eV
  ghost node radius = 1.2518 bohr
  poles of L below zero = 2, at -1.68305, -0.61432 hartree
  strength of pole at -1.68305 hartree = 0.04289 hartree/bohr
  strength of pole at -0.61432 hartree = 0.18912 hartree/bohr
  L at eps = -1.84107 1/bohr, slope = -313.16 1/(bohr hartree)
W = 7.0 hartree: local levels = -6.04547, -3.26737 hartree
  separable levels = -3.28149, -1.69477 hartree
  nodes in order of energy = 1, 0
  ghost = -3.28149 hartree = -89.294 eV
  ghost node radius = 1.1935 bohr
  poles of L below zero = 2, at -3.27564, -1.68270 hartree
  strength of pole at -3.27564 hartree = 0.03002 hartree/bohr
  strength of pole at -1.68270 hartree = 0.04549 hartree/bohr
  L at eps = -1.84107 1/bohr, slope = -313.16 1/(bohr hartree)
  energy of nodeless trial |ghost| = -0.29120 hartree
REFERENCE L at eps = -1.84107 1/bohr, slope = -313.16 1/(bohr hartree)
W = 7.0, E = -2.5 hartree, slope of L in 1/(bohr hartree):
  finite difference = -0.54568, norm formula = -0.54568
crossing depth W = 5.22989 hartree
  two lowest levels there = -1.69477, -1.69476 hartree
  levels below eps at W -/+ 0.1 hartree = 0, 1
```
